# Why alternating-gradient lenses confine high-field-seeking molecules: a numerical check

```python
"""Alternating-gradient confinement of high-field-seeking polar molecules.

Result under test: equal focusing and defocusing lenses in alternation confine
both transverse planes when |cos M| < 1, where
  cos M = cos p cosh p + d (cos p sinh p - sin p cosh p) - d^2/2 sin p sinh p,
and a molecule crossing the axis with transverse energy below
  D = m v^2 a^2 / (2 beta_max^2)
stays inside the aperture radius a (linear optics).
Symbols: p = kappa L (lens strength), kappa = Omega/v, L lens length,
sigma = gap/L, d = sigma p, M phase advance per cell, v forward speed,
beta_max largest value of the envelope function. Lengths in the linear
optics functions are in units of 1/kappa.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar


# ---------- rotor in a field: H/B = J^2 - lam cos(theta), M_J = 0 ----------
def rotor(lam, size=25):
    """Ground-state energy (units of B) and mean cos(theta)."""
    j = np.arange(size)
    off = (j[:-1] + 1) / np.sqrt((2 * j[:-1] + 1) * (2 * j[:-1] + 3))
    cosine = np.diag(off, 1) + np.diag(off, -1)
    energy, vec = np.linalg.eigh(np.diag(j * (j + 1.0)) - lam * cosine)
    ground = vec[:, 0]
    return energy[0], ground @ cosine @ ground


assert abs(rotor(0.01)[0] / (-0.01**2 / 6) - 1) < 1e-3
for lam in (1.0, 5.0, 15.0):
    slope = (rotor(lam + 1e-3)[0] - rotor(lam - 1e-3)[0]) / 2e-3
    assert abs(slope + rotor(lam)[1]) < 1e-6
orientation_scan = [rotor(lam)[1] for lam in np.linspace(0, 30, 121)]
assert np.all(np.diff(orientation_scan) > 0)      # concave Stark energy

# ---------- sign of the force divergence in a source-free 3D field ----------
rng = np.random.default_rng(4)
sites = rng.normal(size=(4, 3))
sites *= 4 / np.linalg.norm(sites, axis=1)[:, None]
charges = np.array([1.0, -0.8, 0.6, -0.9])


def field(point):
    sep = point - sites
    dist = np.linalg.norm(sep, axis=1)
    return np.array([0, 0, 1.0]) + (charges / dist**3) @ sep


def field_gradient(point):
    total = np.zeros((3, 3))
    for q, site in zip(charges, sites):
        sep = point - site
        r = np.linalg.norm(sep)
        total += q * (np.eye(3) / r**3 - 3 * np.outer(sep, sep) / r**5)
    return total


def laplacian(func, point, h=1e-3):
    steps = h * np.eye(len(point))
    return sum(func(point + e) + func(point - e) - 2 * func(point)
               for e in steps) / h**2


def strength(point):
    return np.linalg.norm(field(point))


coupling = 5.0
for point in rng.uniform(-0.5, 0.5, size=(20, 3)):
    e_vec, jac = field(point), field_gradient(point)
    e_abs = np.linalg.norm(e_vec)
    grad_abs = jac @ e_vec / e_abs
    lap_formula = (np.sum(jac**2) - grad_abs @ grad_abs) / e_abs
    assert abs(laplacian(strength, point) - lap_formula) < 2e-6
    assert lap_formula >= 0
    lam = coupling * e_abs
    dcos = (rotor(lam + 1e-3)[1] - rotor(lam - 1e-3)[1]) / 2e-3
    div_formula = (coupling * rotor(lam)[1] * lap_formula
                   + coupling**2 * dcos * (grad_abs @ grad_abs))
    div_direct = -laplacian(lambda q: rotor(coupling * strength(q))[0], point)
    assert abs(div_direct - div_formula) < 2e-5
    assert div_formula >= 0


# two-dimensional lens field 1 + zeta^2: Laplacian and quartic expansion
def lens_strength(q):
    return abs(1 + complex(q[0], q[1])**2)


q_test = np.array([0.3, 0.2])
z_test = complex(*q_test)
assert abs(laplacian(lens_strength, q_test)
           - abs(2 * z_test)**2 / abs(1 + z_test**2)) < 1e-5
assert abs(laplacian(lens_strength, np.zeros(2))) < 1e-5
x, y = 0.03, 0.02
assert abs(lens_strength((x, y)) - 1 - x*x + y*y - 2*x*x*y*y) < 1e-8


# ---------- linear optics ----------
def element(stiffness, length):
    """Transfer matrix of x'' = -stiffness x."""
    if stiffness == 0:
        return np.array([[1.0, length], [0.0, 1.0]])
    k = np.sqrt(abs(stiffness))
    if stiffness > 0:
        c, s = np.cos(k * length), np.sin(k * length)
        return np.array([[c, s / k], [-k * s, c]])
    c, s = np.cosh(k * length), np.sinh(k * length)
    return np.array([[c, s / k], [k * s, c]])


def segments(p, sigma, excess=0.0):
    return [(1.0, p), (0.0, sigma * p), (-1.0 - excess, p), (0.0, sigma * p)]


def cell_matrix(p, sigma, excess=0.0):
    total = np.eye(2)
    for stiffness, length in segments(p, sigma, excess):
        total = element(stiffness, length) @ total
    return total


def cos_advance(p, sigma):
    d = sigma * p
    return (np.cos(p) * np.cosh(p)
            + d * (np.cos(p) * np.sinh(p) - np.sin(p) * np.cosh(p))
            - 0.5 * d**2 * np.sin(p) * np.sinh(p))


def beta_peak(p, sigma):
    """kappa times the envelope function at the focusing-lens centre."""
    d, ch, sh = sigma * p, np.cosh(p), np.sinh(p)
    A, B, C = ch + d * sh, sh + 2 * d * ch + d**2 * sh, sh
    m12 = A * np.sin(p) + 0.5 * (B + C) + 0.5 * (B - C) * np.cos(p)
    return m12 / np.sqrt(1 - cos_advance(p, sigma)**2)


def newton_cell(p, sigma, plane):
    """Cell matrix by numerical integration of the equation of motion."""
    columns = []
    for start in ([1.0, 0.0], [0.0, 1.0]):
        state = start
        for stiffness, length in segments(p, sigma):
            if length > 0:
                k = plane * stiffness
                state = solve_ivp(lambda s, u: [u[1], -k * u[0]], (0, length),
                                  state, rtol=1e-10, atol=1e-12).y[:, -1]
        columns.append(state)
    return np.array(columns).T


def strength_limit(sigma):
    return brentq(lambda p: cos_advance(p, sigma) + 1, 0.1, 1.9)


for p, sigma in ((0.6, 0.0), (1.1, 0.2), (1.5, 1.0)):
    for plane in (1, -1):
        assert abs(np.trace(newton_cell(p, sigma, plane)) / 2
                   - cos_advance(p, sigma)) < 1e-7

# the edge of the main region separates bounded from growing motion
for sigma in (0.0, 0.2, 1.0):
    edge = strength_limit(sigma)
    inside_scan = [cos_advance(q, sigma) for q in np.linspace(0.05, 0.999*edge, 300)]
    assert max(np.abs(inside_scan)) < 1
    for plane in (1, -1):
        inner = newton_cell(0.99 * edge, sigma, plane)
        outer = newton_cell(1.01 * edge, sigma, plane)
        power, largest = np.eye(2), 0.0
        for _ in range(400):
            power = inner @ power
            largest = max(largest, np.abs(power).max())
        assert largest < 1e3
        assert np.abs(np.linalg.matrix_power(outer, 400)).max() > 1e6


# weak-lens frequency: phase advance against averaged squared impulse
def smooth_ratio(p, sigma):
    """(secular frequency / Omega)^2 for weak lenses."""
    return p**2 * (1 + 3 * sigma) / (12 * (1 + sigma))


for sigma in (0.0, 0.2, 1.0):
    p = 0.05
    advance = np.arccos(np.trace(cell_matrix(p, sigma)) / 2)
    from_matrix = (advance / (2 * (1 + sigma) * p))**2
    n = 40000
    s = (np.arange(n) + 0.5) / n * 2 * (1 + sigma)
    sign = np.where(s < 1, 1.0, 0.0) - np.where(
        (s > 1 + sigma) & (s < 2 + sigma), 1.0, 0.0)
    impulse = np.cumsum(sign) * (s[1] - s[0]) * p
    from_impulse = np.var(impulse)
    assert abs(from_matrix / smooth_ratio(p, sigma) - 1) < 5e-3
    assert abs(from_impulse / smooth_ratio(p, sigma) - 1) < 5e-3
    assert abs(beta_peak(p, sigma)**-2 / smooth_ratio(p, sigma) - 1) < 1e-2


# tolerated excess of defocusing over focusing stiffness
def excess_limit(p, sigma):
    return brentq(lambda e: np.trace(cell_matrix(p, sigma, e)) / 2 - 1, 0, 3)


for sigma in (0.0, 0.2, 1.0):
    assert abs(excess_limit(0.1, sigma) / (0.1**2 * (1 + 3*sigma) / 6) - 1) < 0.02


def sampled_maps(p, sigma, n, offset):
    """Maps from the cell start to n points in each segment."""
    maps, kinds, weights, start = [], [], [], np.eye(2)
    for stiffness, length in segments(p, sigma):
        for i in range(n):
            maps.append(element(stiffness, (i + offset) * length / n) @ start)
            kinds.append(stiffness)
            weights.append(length / n)
        start = element(stiffness, length) @ start
    return np.array(maps), np.array(kinds), np.array(weights)


# ---------- worked example: round model parameters ----------
debye = 1e-21 / const.c                       # C m
dipole_D, rot_GHz, mass_u = 3.0, 10.0, 100.0
field_kVcm, R_mm, a_mm = 100.0, 5.0, 1.0
speed, L_mm, gap_mm = 300.0, 50.0, 10.0
dipole = dipole_D * debye
rot = const.h * rot_GHz * 1e9
mass = mass_u * const.atomic_mass
E0 = field_kVcm * 1e5
R, a, L, gap = R_mm * 1e-3, a_mm * 1e-3, L_mm * 1e-3, gap_mm * 1e-3
lam0 = dipole * E0 / rot
orient0 = rotor(lam0)[1]
Omega = np.sqrt(2 * dipole * orient0 * E0 / (mass * R**2))
kappa = Omega / speed
p0, sigma0 = kappa * L, gap / L
cosM = cos_advance(p0, sigma0)
advance0 = np.arccos(cosM)
beta = beta_peak(p0, sigma0) / kappa
to_mK = 1e3 / const.k
static_depth = 0.5 * mass * Omega**2 * a**2
depth = 0.5 * mass * speed**2 * a**2 / beta**2
smooth_depth = static_depth * smooth_ratio(p0, sigma0)
p_edge = strength_limit(sigma0)

# bounded motion: larger displacement in focusing lenses pays for confinement
cell0 = cell_matrix(p0, sigma0)
maps, kinds, weights = sampled_maps(p0, sigma0, 40, 0.5)
states = [np.array([1.0, 0.2])]
for _ in range(1999):
    states.append(cell0 @ states[-1])
states = np.array(states)
X = states @ maps[:, 0, :].T
slopes = states @ maps[:, 1, :].T
slope_mean = np.sum(slopes**2 * weights)
restoring_mean = np.sum(X**2 * weights * kinds)
assert abs(slope_mean / restoring_mean - 1) < 5e-3
ms_focus = np.mean(X[:, kinds == 1]**2)
ms_defocus = np.mean(X[:, kinds == -1]**2)
assert ms_focus > ms_defocus

# largest excursion per unit slope over all entry and exit positions
maps, _, _ = sampled_maps(p0, sigma0, 20, 0.0)
entry = np.array([np.linalg.inv(m)[:, 1] for m in maps]).T
power, largest = np.eye(2), 0.0
for _ in range(500):
    power = cell0 @ power
    largest = max(largest, np.abs(maps[:, 0, :] @ power @ entry).max())
assert abs(largest / beta_peak(p0, sigma0) - 1) < 3e-3

best = minimize_scalar(lambda q: -beta_peak(q, sigma0)**-2,
                       bounds=(0.3, p_edge - 0.02), method="bounded")

# ---------- trajectories in the full lens field ----------
lam_grid = np.linspace(0.8, 1.2, 81) * lam0
cos_grid = np.array([rotor(lam)[1] for lam in lam_grid])
n_cells, n_steps = 60, 40


def lowest_loss(aperture, frozen_dipole=False):
    """Lowest lost transverse energy / linear depth, and launch angle."""
    energies = np.arange(0.20, 1.2001, 0.01)
    angles = np.arange(0, 91, 10.0)
    e, ang = [g.ravel() for g in np.meshgrid(energies, angles)]
    vel = speed * aperture / beta * np.sqrt(e) * np.exp(1j * np.radians(ang))
    pos = np.zeros_like(vel)
    lost = np.zeros(len(e), bool)
    dt = L / speed / n_steps
    half = n_steps // 2
    plan = [(-1, half), (0, 1), (1, n_steps), (0, 1), (-1, half)]
    for _ in range(n_cells):
        for sign, count in plan:
            for _ in range(count):
                if sign == 0:
                    pos = pos + vel * gap / speed
                else:
                    pos = pos + 0.5 * dt * vel
                    f = 1 + sign * pos**2 / R**2
                    df = 2 * sign * pos / R**2
                    size = np.abs(f)
                    if frozen_dipole:
                        orient = orient0
                    else:
                        orient = np.interp(lam0 * size, lam_grid, cos_grid)
                    force = dipole * orient * E0 * f * np.conj(df) / size
                    vel = vel + dt * force / mass
                    pos = pos + 0.5 * dt * vel
                out = np.abs(pos) > aperture
                lost |= out
                pos[out] = 0
                vel[out] = 0
    assert lost.any()
    first = np.argmin(np.where(lost, e, np.inf))
    return e[first], ang[first]


small_a = 1e-4
loss_small, _ = lowest_loss(small_a)
reach = np.max(np.abs(np.sin(np.arange(1, n_cells + 1) * advance0)))
assert 0.97 < loss_small < 1 / reach**2 + 0.03
loss_full, angle_full = lowest_loss(a)
loss_frozen, angle_frozen = lowest_loss(a, frozen_dipole=True)

# ---------- printed numbers ----------
print(f"dipole moment: {dipole_D:.1f} D")
print(f"rotational constant: {rot_GHz:.1f} GHz")
print(f"mass: {mass_u:.0f} u")
print(f"axis field E0: {field_kVcm:.0f} kV/cm")
print(f"lens scale R: {R_mm:.1f} mm")
print(f"aperture radius a: {a_mm:.1f} mm")
print(f"forward speed: {speed:.0f} m/s")
print(f"lens length, gap: {L_mm:.0f}, {gap_mm:.0f} mm")
print(f"dipole energy / rotational constant: {lam0:.3f}")
print(f"effective dipole / dipole: {orient0:.4f}")
print(f"Omega: {Omega:.1f} rad/s")
print(f"kappa: {kappa:.3f} 1/m")
print(f"lens strength phi: {p0:.4f}")
print(f"gap ratio sigma: {sigma0:.2f}")
print(f"cos of phase advance: {cosM:.4f}")
print(f"phase advance per cell: {np.degrees(advance0):.2f} deg")
for sigma in (0.0, 0.2, 1.0):
    print(f"phi_max at sigma={sigma:.1f}: {strength_limit(sigma):.4f}")
band_low = brentq(lambda q: cos_advance(q, 0) + 1, 4.5, 4.71)
band_high = brentq(lambda q: cos_advance(q, 0) - 1, 4.715, 4.9)
print(f"second band at sigma=0: {band_low:.4f} to {band_high:.4f}")
print(f"lowest speed in main region: {Omega * L / p_edge:.1f} m/s")
print(f"mean square x, focusing/defocusing: {ms_focus / ms_defocus:.3f}")
print(f"mean slope^2 / restoring average: {slope_mean / restoring_mean:.4f}")
print(f"tolerated excess delta, exact: {excess_limit(p0, sigma0):.4f}")
print(f"tolerated excess delta, weak-lens: {p0**2*(1+3*sigma0)/6:.4f}")
print(f"kappa beta_max: {kappa * beta:.4f}")
print(f"beta_max: {beta * 1e3:.1f} mm")
print(f"static one-plane depth: {static_depth * to_mK:.1f} mK")
print(f"smooth estimate of depth: {smooth_depth * to_mK:.2f} mK")
print(f"effective depth D: {depth * to_mK:.2f} mK")
print(f"effective depth D: {depth:.3e} J")
print(f"D / static depth: {depth / static_depth:.4f}")
print(f"transverse speed limit: {speed * a / beta:.3f} m/s")
print(f"best phi at sigma=0.2: {best.x:.3f}")
print(f"best D / static depth: {-best.fun:.4f}")
print(f"cells in trajectory runs: {n_cells}")
print(f"small test aperture: {small_a * 1e3:.1f} mm")
print(f"lowest loss energy / D, small aperture: {loss_small:.2f}")
print(f"lowest loss energy / D, full aperture: {loss_full:.2f}")
print(f"launch angle of that loss: {angle_full:.0f} deg")
print(f"same, constant effective dipole: {loss_frozen:.2f}")
print(f"launch angle, constant dipole: {angle_frozen:.0f} deg")
print(f"lowest loss energy, full aperture: {loss_full*depth*to_mK:.2f} mK")
print("no test failed")
```

Running it gives:

```
dipole moment: 3.0 D
rotational constant: 10.0 GHz
mass: 100 u
axis field E0: 100 kV/cm
lens scale R: 5.0 mm
aperture radius a: 1.0 mm
forward speed: 300 m/s
lens length, gap: 50, 10 mm
dipole energy / rotational constant: 15.102
effective dipole / dipole: 0.8175
Omega: 6278.0 rad/s
kappa: 20.927 1/m
lens strength phi: 1.0463
gap ratio sigma: 0.20
cos of phase advance: 0.6183
phase advance per cell: 51.81 deg
phi_max at sigma=0.0: 1.8751
phi_max at sigma=0.2: 1.5912
phi_max at sigma=1.0: 1.1096
second band at sigma=0: 4.6941 to 4.7300
lowest speed in main region: 197.3 m/s
mean square x, focusing/defocusing: 1.869
mean slope^2 / restoring average: 1.0004
tolerated excess delta, exact: 0.4112
tolerated excess delta, weak-lens: 0.2919
kappa beta_max: 4.3278
beta_max: 206.8 mm
static one-plane depth: 237.0 mK
smooth estimate of depth: 28.83 mK
effective depth D: 12.65 mK
effective depth D: 1.747e-25 J
D / static depth: 0.0534
transverse speed limit: 1.451 m/s
best phi at sigma=0.2: 1.061
best D / static depth: 0.0534
cells in trajectory runs: 60
small test aperture: 0.1 mm
lowest loss energy / D, small aperture: 1.01
lowest loss energy / D, full aperture: 1.01
launch angle of that loss: 0 deg
same, constant effective dipole: 1.01
launch angle, constant dipole: 0 deg
lowest loss energy, full aperture: 12.78 mK
no test failed
```
